# Schmid factors of fcc slip systems in an equibiaxially stressed (001) film: test program

```python
"""Schmid factors of the 12 fcc slip systems in an equibiaxially stressed (001) film.

Result under test: with stress s*(I - n n), n = [001], the factor
S = m.sigma.d/s has magnitude 1/sqrt(6) for eight systems and is 0 for four.
m: unit normal of a {111} plane; d: unit <110> slip direction in that plane.
C11, C12, C44: cubic elastic constants; b: Burgers vector length; h: thickness.
All quantities are in SI units internally.
"""
from itertools import product
import numpy as np

identity = np.eye(3)
surface = np.array([0.0, 0.0, 1.0])
target = 1 / np.sqrt(6)

# Enumerate slip systems, counting opposite senses of m or d once.
planes = [p for p in product((1, -1), repeat=3) if p[2] == 1]
directions = [v for v in product((-1, 0, 1), repeat=3)
              if sum(map(abs, v)) == 2 and next(x for x in v if x) > 0]
systems = [(p, v) for p in planes for v in directions if np.dot(p, v) == 0]
assert len(systems) == 12
normals = np.array([p for p, v in systems]) / np.sqrt(3)
slips = np.array([v for p, v in systems]) / np.sqrt(2)


def resolved(stress):
    return np.einsum('ai,ij,aj->a', normals, stress, slips)


# Round model parameters.
C11, C12, C44 = 170e9, 120e9, 75e9
mismatch, cooling = 14e-6, 150.0
b, h = 0.25e-9, 500e-9
strain = mismatch * cooling

stiffness = np.zeros((3, 3, 3, 3))
for i, j, k, l in product(range(3), repeat=4):
    stiffness[i, j, k, l] = (C12 * (i == j) * (k == l)
                             + C44 * ((i == k) * (j == l) + (i == l) * (j == k))
                             + (C11 - C12 - 2 * C44) * (i == j == k == l))


def solve_film(n):
    """Equal in-plane strain, traction-free surface with normal n."""
    in_plane = strain * (identity - np.outer(n, n))
    acoustic = np.einsum('ijkl,j,l->ik', stiffness, n, n)
    load = np.einsum('ijkl,kl,j->i', stiffness, in_plane, n)
    a = np.linalg.solve(acoustic, -load)
    total = in_plane + 0.5 * (np.outer(a, n) + np.outer(n, a))
    return np.einsum('ijkl,kl->ij', stiffness, total), total


# Elastic solution of the (001) film against the closed formulas.
stress, total_strain = solve_film(surface)
modulus = C11 + C12 - 2 * C12**2 / C11
s = modulus * strain
assert np.allclose(stress, s * np.diag([1, 1, 0]), atol=1e-9 * s)
strain_zz = -2 * C12 / C11 * strain
assert np.isclose(total_strain[2, 2], strain_zz, rtol=1e-10)

# Main result, from the elastic stress tensor.
factors = resolved(stress) / stress[0, 0]
active = np.abs(factors) > 1e-9
idle = ~active
assert active.sum() == 8 and idle.sum() == 4
assert np.allclose(np.abs(factors[active]), target, atol=1e-10)
for p in planes:
    members = np.array([q == p for q, v in systems])
    assert (members & active).sum() == 2 and (members & idle).sum() == 1
assert np.allclose(slips[idle] @ surface, 0)

# Area change by slip, for general film normals, against -(m.n)(d.n).
rng = np.random.default_rng(4)
gamma = 0.01
for n in [surface] + [v / np.linalg.norm(v) for v in rng.normal(size=(5, 3))]:
    e1 = np.cross(n, [0.3, 0.8, 0.1])
    e1 /= np.linalg.norm(e1)
    basis = np.array([e1, np.cross(n, e1)])
    for m, d in zip(normals, slips):
        deformation = identity + gamma * np.outer(d, m)
        area = np.linalg.det(basis @ deformation @ basis.T)
        assert np.isclose((area - 1) / gamma, -(m @ n) * (d @ n), atol=1e-10)

# Greatest shear on an inclined plane, its direction, and the 30 degree offset.
m = normals[0]
traction = stress @ m / s
shear = traction - (traction @ m) * m
plane_max = np.linalg.norm(shear)
shear_direction = shear / plane_max
assert np.isclose(plane_max, np.sqrt(2) / 3)
ratio = np.sort(np.abs(shear_direction)) * np.sqrt(6)
assert np.allclose(ratio, [1, 1, 2])
same_plane = np.all(np.isclose(normals, m), axis=1) & active
offsets = np.degrees(np.arccos(np.abs(slips[same_plane] @ shear_direction)))
assert np.allclose(offsets, 30)

# Contrast: a (111) film.
n111 = np.ones(3) / np.sqrt(3)
factors111 = np.abs(resolved(identity - np.outer(n111, n111)))
active111 = factors111 > 1e-9
assert active111.sum() == 6
assert np.allclose(factors111[active111], np.sqrt(2) / (3 * np.sqrt(3)))

# Unequal stresses along the cube axes.
delta = 0.05
unequal = np.abs(resolved(np.diag([1 + delta, 1 - delta, 0])))
assert np.allclose(unequal[idle], 2 * delta * target)
assert np.allclose(np.sort(unequal[active]),
                   np.repeat([(1 - delta) * target, (1 + delta) * target], 4))


# Miscut towards [100], with full cubic elasticity.
def miscut_factors(angle):
    n = np.array([np.sin(angle), 0, np.cos(angle)])
    return np.abs(resolved(solve_film(n)[0])) / s


small = 1e-4
# Terms of second order in the angle limit the agreement.
assert np.allclose(miscut_factors(small)[idle] / small, target, rtol=2e-3)
miscut_degrees = 2.0
miscut = miscut_factors(np.radians(miscut_degrees))

# Elastic distortion of slip planes and directions.
stretch = np.diag([1 + strain, 1 + strain, 1 + strain_zz])
bent_normals = normals @ np.linalg.inv(stretch)
bent_slips = slips @ stretch
bent_normals /= np.linalg.norm(bent_normals, axis=1)[:, None]
bent_slips /= np.linalg.norm(bent_slips, axis=1)[:, None]
distorted = np.abs(np.einsum('ai,ij,aj->a', bent_normals, stress, bent_slips)) / s
kappa = strain_zz - strain
distortion_shift = distorted[active] / target - 1
assert np.allclose(distorted[idle], 0, atol=1e-10)
assert np.allclose(distortion_shift, -kappa / 6, atol=3 * kappa**2)

# Image stress on a screw parallel to the surface (isotropic medium).
tau = s * target
m_screw = np.ones(3) / np.sqrt(3)
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
sin_incline = np.sqrt(1 - (m_screw @ surface)**2)
incline = np.degrees(np.arccos(m_screw @ surface))


def screw_stress(mu, burgers, source, point):
    r = point - source
    r = r - (r @ line) * line
    distance = np.linalg.norm(r)
    theta = np.cross(line, r / distance)
    return mu * burgers / (2 * np.pi * distance) * (
        np.outer(line, theta) + np.outer(theta, line))


soft, stiff = sorted([(C11 - C12) / 2, C44])
image_depths = []
for mu in (soft, stiff):
    depth = mu * b * sin_incline / (4 * np.pi * tau)
    core, mirror = -depth * surface, depth * surface
    for x in (-3, -0.4, 0.7, 2):
        point = x * depth * across
        field = screw_stress(mu, b, core, point) + screw_stress(mu, -b, mirror, point)
        assert np.allclose(field @ surface, 0, atol=1e-8 * tau)
    image = screw_stress(mu, -b, mirror, core)
    assert np.isclose(abs(m_screw @ image @ line), tau, rtol=1e-10)
    image_depths.append(depth)

# Line tension: greatest energy cost per swept area of a pinned bowing arc.
span = h / sin_incline
half_angle = np.linspace(0.05, np.pi - 0.05, 20001)
radius = span / (2 * np.sin(half_angle))
length = 2 * radius * half_angle
swept = radius**2 * (half_angle - np.sin(half_angle) * np.cos(half_angle))
cost = np.max(np.diff(length) / np.diff(swept))
line_stresses = []
for mu in (soft, stiff):
    bowing = mu * b / span
    assert np.isclose((mu * b**2 / 2) * cost / b, bowing, rtol=1e-4)
    line_stresses.append(bowing)

print("Slip systems: plane, direction, Schmid factor magnitude")
for (p, v), f in zip(systems, factors):
    print(f"  ({p[0]:2d} {p[1]:2d} {p[2]:2d}) [{v[0]:2d} {v[1]:2d} {v[2]:2d}]  {abs(f):.4f}")
print(f"Active systems: {active.sum()}, idle systems: {idle.sum()}")
print(f"Inclination of slip planes: {incline:.2f} degrees")
print(f"Greatest shear factor on a slip plane: {plane_max:.4f}")
print(f"Offset of active directions from it: {offsets[0]:.1f} degrees")
print(f"(111) film: {active111.sum()} systems at {factors111.max():.4f}, "
      f"{(~active111).sum()} at zero")
print(f"C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"Expansion mismatch: {mismatch*1e6:.1f} 1e-6/K; cooling: {cooling:.0f} K")
print(f"Film thickness: {h*1e9:.0f} nm; Burgers vector: {b*1e9:.2f} nm")
print(f"In-plane strain: {strain*100:.3f} %")
print(f"Out-of-plane strain: {strain_zz*100:.3f} %")
print(f"Biaxial modulus: {modulus/1e9:.1f} GPa")
print(f"Film stress: {s/1e6:.1f} MPa")
print(f"Resolved shear stress, active systems: {tau/1e6:.1f} MPa")
print(f"Stress imbalance delta: {delta:.2f}")
print(f"  idle factor: {unequal[idle].max():.4f}")
print(f"  active factors: {unequal[active].min():.4f} to {unequal[active].max():.4f}")
print(f"Miscut: {miscut_degrees:.1f} degrees towards [100]")
print(f"  idle factors: {miscut[idle].min():.4f} to {miscut[idle].max():.4f}")
print(f"  active factors: {miscut[active].min():.4f} to {miscut[active].max():.4f}")
print(f"Lattice distortion, active factor shift: {distortion_shift[0]*100:.3f} %")
print(f"Softest and stiffest shear moduli: {soft/1e9:.0f}, {stiff/1e9:.0f} GPa")
print(f"Depth where image stress equals active stress: "
      f"{image_depths[0]*1e9:.1f} to {image_depths[1]*1e9:.1f} nm")
print(f"Slanted length across film: {span*1e9:.0f} nm")
print(f"Line-tension stress: {line_stresses[0]/1e6:.1f} to {line_stresses[1]/1e6:.1f} MPa")
print("tests ok")
```

Printed output:

```
Slip systems: plane, direction, Schmid factor magnitude
  ( 1  1  1) [ 0  1 -1]  0.4082
  ( 1  1  1) [ 1 -1  0]  0.0000
  ( 1  1  1) [ 1  0 -1]  0.4082
  ( 1 -1  1) [ 0  1  1]  0.4082
  ( 1 -1  1) [ 1  0 -1]  0.4082
  ( 1 -1  1) [ 1  1  0]  0.0000
  (-1  1  1) [ 0  1 -1]  0.4082
  (-1  1  1) [ 1  0  1]  0.4082
  (-1  1  1) [ 1  1  0]  0.0000
  (-1 -1  1) [ 0  1  1]  0.4082
  (-1 -1  1) [ 1 -1  0]  0.0000
  (-1 -1  1) [ 1  0  1]  0.4082
Active systems: 8, idle systems: 4
Inclination of slip planes: 54.74 degrees
Greatest shear factor on a slip plane: 0.4714
Offset of active directions from it: 30.0 degrees
(111) film: 6 systems at 0.2722, 6 at zero
C11, C12, C44: 170, 120, 75 GPa
Expansion mismatch: 14.0 1e-6/K; cooling: 150 K
Film thickness: 500 nm; Burgers vector: 0.25 nm
In-plane strain: 0.210 %
Out-of-plane strain: -0.296 %
Biaxial modulus: 120.6 GPa
Film stress: 253.2 MPa
Resolved shear stress, active systems: 103.4 MPa
Stress imbalance delta: 0.05
  idle factor: 0.0408
  active factors: 0.3878 to 0.4287
Miscut: 2.0 degrees towards [100]
  idle factors: 0.0141 to 0.0144
  active factors: 0.3939 to 0.4225
Lattice distortion, active factor shift: 0.083 %
Softest and stiffest shear moduli: 25, 75 GPa
Depth where image stress equals active stress: 3.9 to 11.8 nm
Slanted length across film: 612 nm
Line-tension stress: 10.2 to 30.6 MPa
tests ok
```
